\section*{Quadratic Vibronic Warping of the Cupric Jahn-Teller Trough and Its Barrier, part 2}

An octahedral copper(II) complex can distort along three equivalent axes. The problem is the static barrier $\delta$ between these distortions. The force constant $K$ and quadratic coupling $G$ are energies per length squared, and the linear coupling $F>0$ is an energy per length. We write $g=|G|$ and take $2g<K$. Energies are measured from the regular octahedron.

The distortion coordinates are $Q_\theta=\rho\cos\varphi$ and $Q_\varepsilon=\rho\sin\varphi$, with $\varphi=0$ for elongation along $z$. Both ligands on axis $k$ move outward by
\begin{equation}
u_k=\frac{\rho}{\sqrt3}\cos(\varphi-\alpha_k),\qquad
\alpha_z=0,\quad \alpha_x=\frac{2\pi}{3},\quad \alpha_y=-\frac{2\pi}{3}.
\label{eq:uk}
\end{equation}
The hole state is $\cos\alpha\,|\theta\rangle+\sin\alpha\,|\varepsilon\rangle$, where $|\theta\rangle$ has the hole in $3z^2-r^2$ and $|\varepsilon\rangle$ in $x^2-y^2$. Symmetry allows terms $\cos(m\varphi+n\alpha)$ with $m+n$ a multiple of three. With Pauli matrices in this basis,
\begin{equation}
H=\tfrac12K\rho^2+F\,(Q_\theta\sigma_z-Q_\varepsilon\sigma_x)
+G\left[(Q_\theta^2-Q_\varepsilon^2)\sigma_z+2Q_\theta Q_\varepsilon\sigma_x\right].
\label{eq:H}
\end{equation}
The two energy sheets are $E_\pm=\tfrac12K\rho^2\pm\rho S$ with $S=\sqrt{F^2+2FG\rho\cos3\varphi+G^2\rho^2}$.

On the three favourable rays, where $G\cos3\varphi=g$,
\begin{equation}
E_-=\tfrac12(K-2g)\rho^2-F\rho .
\label{eq:fav}
\end{equation}
On the three unfavourable rays, where $G\cos3\varphi=-g$, the energy for $\rho>F/g$ is
\begin{equation}
E_-=\tfrac12(K-2g)\rho^2+F\rho,
\label{eq:outer}
\end{equation}

The favourable rays hold three minima, with $\rho_m=F/(K-2g)$ and $E_m=-F\rho_m/2=-E_{\rm JT}$. The unfavourable rays hold three saddles, with $\rho_s=F/(K+2g)$ and $E_s=-F\rho_s/2$. The barrier is
\begin{equation}
\boxed{\;\delta=\frac{2F^2|G|}{K^2-4G^2}=\frac{4E_{\rm JT}|G|}{K+2|G|}\;}
\label{eq:delta}
\end{equation}
The radial curvatures are $K-2g$ at minima and $K+2g$ at saddles. The tangential curvature at minima is $9g(K-2g)/(K-g)$. For weak warping, $E_{\rm trough}\approx-F^2/(2K)-G\rho_0^2\cos3\varphi$ with $\rho_0=F/K$, and $\delta\approx2F^2g/K^2$.

In the bond model, a ligand at distance $R$ raises an $e_g$ orbital pointing at it by $e(R)$; primes denote derivatives. The nine-electron energy is that of the full shell plus the hole part
\begin{equation}
E_h=-\sum_k\left[e+e'u_k+\tfrac12e''u_k^2\right]\left[1+\cos(2\alpha-2\alpha_k)\right].
\end{equation}
This gives $F=-\tfrac{\sqrt3}{2}e'$, an $\alpha$-independent term $-\tfrac14e''\rho^2$, and a share $-e''/8$ of $G$. Mixing with copper $4s$, at gap $\Delta$ and with matrix element $h\rho\cos(\varphi-\alpha)$, adds a share $+h^2/(2\Delta)$.

\subsection{The hole at minima and saddles}

On the ray $\varphi=0$ the coupling matrix is $(F\rho+G\rho^2)\sigma_z$. For $G>0$ its lower state is $|\varepsilon\rangle$, so in the elongated minimum the hole is in $x^2-y^2$, the orbital that points at the four close ligands. On the ray $\varphi=\pi$ the matrix is $(-F\rho+G\rho^2)\sigma_z$. For $\rho<F/G$ its lower state is $|\theta\rangle$, so at the compressed saddle the hole is in $3z^2-r^2$.

Between these rays, for weak warping, the state minimizes $F\rho\cos(\varphi+2\alpha)$. This requires $\varphi+2\alpha=\pi$, or $\alpha=(\pi-\varphi)/2$. When the distortion goes once around the trough, $\alpha$ changes by $-\pi$ and the electronic state returns with the opposite sign. The sign does not affect the static barrier. It does affect tunnelling, treated below.

\subsection{Why the saddle energy is the true pass}

A difference between two stationary energies is a barrier only if no lower route exists. Any path from one well to another crosses an unfavourable ray or passes through the origin. On such a ray, inside the radius $F/g$, the lowest energy is $E_s$. At and beyond that radius \eqref{eq:outer} is positive, and the energy at the origin is zero, while $E_s$ is negative. No path can therefore stay below $E_s$.

A path that never exceeds $E_s$ does exist. Start at the saddle and keep $\rho=\rho_s$ while turning toward a favourable ray. Along this arc $G\cos3\varphi$ rises from $-g$ to $g$, so $S$ rises and $E_-$ falls. Then move along the favourable ray from $\rho_s$ out to $\rho_m$, downhill on the parabola \eqref{eq:fav}. The same can be done toward the neighbouring well. The least height that must be climbed is thus $\delta$.

\subsection{Limits and failure}

As $G\to0$ the barrier vanishes linearly in $|G|$ and the flat trough returns. As $2g\to K$ the minima move outward without limit, and both $E_{\rm JT}$ and $\delta$ diverge. For $2g>K$ the coefficient of $\rho^2$ in \eqref{eq:fav} is negative and the model has no lowest energy. That is a failure of the expansion to second order, since higher elastic terms must then hold the complex together.

The two sheets touch at the origin and, on each unfavourable ray, at $\rho=F/g$. A static barrier on one sheet is a useful notion if the motion stays well away from these points.

\subsection{Worked example: aqua copper(II) in a plating bath}

Take the hexaaqua copper(II) ion in an acid copper sulfate bath at $298\,$K. The parameters are round model values, meant to lie in the regime of this ion:
\begin{equation}
K=400~\mathrm{eV/nm^2},\quad F=13~\mathrm{eV/nm},\quad G=12~\mathrm{eV/nm^2}.
\end{equation}
The mean bond length is set to $0.208\,$nm. With $K-2G=376$ and $K+2G=424\,\mathrm{eV/nm^2}$,
\begin{align}
\rho_m&=\frac{13}{376}=0.0346~\mathrm{nm}, & E_m&=-\frac{13^2}{2\times376}=-0.2247~\mathrm{eV},\\
\rho_s&=\frac{13}{424}=0.0307~\mathrm{nm}, & E_s&=-\frac{13^2}{2\times424}=-0.1993~\mathrm{eV}.
\end{align}
The barrier is
\begin{equation}
\delta=\frac{2\times13^2\times12}{400^2-4\times12^2}=\frac{4056}{159424}
=0.0254~\mathrm{eV}\quad(205~\mathrm{cm^{-1}}).
\end{equation}
The weak-warping formula gives nearly the same, since $4G^2/K^2=0.0036$. The stabilization is about nine times the barrier. On a grid of the lower sheet, the region below $E_s-0.05\,\delta$ falls into three separate wells, and the region below $E_s+0.05\,\delta$ is a single connected one, as the pass argument requires.

By \eqref{eq:uk} the axial bonds at the minimum lengthen by $\rho_m/\sqrt3=0.020\,$nm and the equatorial ones shorten by half as much. This gives two bonds of $0.228\,$nm and four of $0.198\,$nm. At the saddle there are two of $0.190\,$nm and four of $0.217\,$nm. The vertical gap to the upper sheet at the minimum is $2\rho_mS=2\rho_m(F+G\rho_m)=0.93\,$eV. The outer degeneracies at $F/G=1.08\,$nm lie far outside any meaningful distortion.

\subsection{Heat, zero-point motion and tunnelling}

At $298\,$K the thermal energy is $k_{\rm B}T=0.0257\,$eV, so $\delta/k_{\rm B}T=0.99$. The classical probability density at a saddle is $e^{-0.99}=0.37$ of that at a minimum. The three wells are preferred directions of distortion, and a rate law that assumes rare crossings of a high barrier is not justified here.

For quantum motion the ligands are treated as rigid water molecules of mass $M=18.015\,$u. Because $\rho^2$ is the sum of squared ligand displacements, $M$ is also the mass of the mode. The quanta $\hbar\sqrt{k/M}$ at the minimum are $29.5\,$meV radially and $15.6\,$meV tangentially. Half their sum is a zero-point energy of $22.6\,$meV. Diagonalizing the full two-state Hamiltonian with its kinetic energy puts the ground level $22.2\,$meV above the minimum.

This is close to the $25.4\,$meV barrier, but most of it is radial motion, which is present at the saddle too. The radial zero-point energy is even $0.9\,$meV larger there, because the radial curvature is larger. The fair comparison is between the tangential share, $7.8\,$meV, and a barrier of about $26\,$meV. The tangential share is about 30% of that barrier, and the ground state is localized in the wells.

The vibronic calculation gives a doublet as the ground level and a singlet $0.16\,$meV above it. The next level is $12.4\,$meV above the ground level. A three-state picture accounts for the order. Let one state sit in each well, with tunnelling elements of magnitude $t$. Without the electronic sign change each element would be $-t$, their product around the ring would be $-t^3$, and the singlet would be lowest. The sign change reverses the product, and all three elements can be taken as $+t$:
\begin{equation}
\begin{pmatrix}0&t&t\\t&0&t\\t&t&0\end{pmatrix}
\quad\text{has eigenvalues } -t,\,-t,\,2t .
\end{equation}
The doublet is lowest and the splitting is $3t$, so $t\approx0.05\,$meV. This is far below $k_{\rm B}T$. At bath temperature the splitting has no practical weight.

\subsection{Bond anharmonicity}

The linear and quadratic couplings are not the sole source of warping. Symmetry also allows a cubic elastic term $-A\rho^3\cos3\varphi$, whose argument has $m+n=3$. Evaluated on the unwarped circle, it changes the trough energy to
\begin{equation}
E_{\rm trough}\approx-\frac{F^2}{2K}-(G+A\rho_0)\rho_0^2\cos3\varphi .
\end{equation}
To leading order a barrier measures the sum $G+A\rho_0$ and cannot separate the two.

To estimate $A$, give each of the six bonds a Morse energy
\begin{equation}
\frac{K}{2a^2}\left(1-e^{-au}\right)^2=\tfrac12Ku^2-\tfrac12Kau^3+\dots
\end{equation}
The quadratic parts add up to $\tfrac12K\rho^2$. For the cubic parts use $\cos^3x=\tfrac34\cos x+\tfrac14\cos3x$. Summed over the three axes this gives $\tfrac34\cos3\varphi$, so over six ligands
\begin{equation}
\sum u^3=2\left(\frac{\rho}{\sqrt3}\right)^3\frac34\cos3\varphi=\frac{\rho^3}{\sqrt{12}}\cos3\varphi,
\qquad A=\frac{Ka}{2\sqrt{12}} .
\end{equation}
With the rough value $a=10\,\mathrm{nm^{-1}}$, $A=577\,\mathrm{eV/nm^3}$ and $A\rho_0=18.8\,\mathrm{eV/nm^2}$. Alone this would give a first-order barrier of $0.040\,$eV, more than the whole barrier of the example. The estimate is coarse: the cubic term lowers the radial curvature on a favourable ray by $6A\rho_0\approx113\,\mathrm{eV/nm^2}$, over a quarter of $K$.

\subsection{Curvature of the antibonding energy}

The bond model gave a share $-e''/8$ of $G$. If $e\propto R^{-5}$, then $e''=6|e'|/R$. With $|e'|=2F/\sqrt3$ the share is
\begin{equation}
-\frac{1}{8}\,\frac{6}{R}\,\frac{2F}{\sqrt3}=-\frac{\sqrt3}{2}\,\frac{F}{R}=-54~\mathrm{eV/nm^2}
\end{equation}
at $R=0.208\,$nm. It favours compression and outweighs the anharmonic share. These two alone would sum to about $-35\,\mathrm{eV/nm^2}$ and favour compressed minima. This sum reads the Morse bond as the bond of the nine-electron ion averaged over hole states. One may instead read it as the bond of the full shell, and then the $\alpha$-independent part of the hole energy must be added. That part lowers $K$ by $e''/2\approx217\,\mathrm{eV/nm^2}$, so the Morse constant must be about $617\,\mathrm{eV/nm^2}$ to keep the net $K$ at 400, and the anharmonic share grows to about $29$. The same part also has a cubic term $-\tfrac16e'''\sum_ku_k^3$ with $e'''=-7e''/R$. It adds $e'''/(12\sqrt{12})\approx-351\,\mathrm{eV/nm^3}$ to $A$, a share of about $-11$, and the sum becomes about $-37\,\mathrm{eV/nm^2}$. On either reading a net value of $+12$ needs roughly $+47$ to $+49\,\mathrm{eV/nm^2}$ from elsewhere. The $4s$ mixing has the right sign. That it is large enough is a conjecture here, since $h$ and $\Delta$ were not computed. The $G$ of the example is therefore an effective constant and not a prediction from bond properties. On these rough estimates it would be the small remainder of larger opposing terms.

\subsection{The model beside the real ion}

The example was set in the regime of four near waters at roughly $0.20\,$nm and more distant axial ones at roughly $0.23\,$nm, a picture used for copper(II) in solution. The coordination of the dissolved ion is not settled. Five-coordinate structures have also been reported, and the octahedral model does not describe them. Its vertical gap of $0.93\,$eV is low beside the broad absorption of the aqua ion, which peaks near $1.5\,$eV. That band also contains excitations from the omitted $t_{2g}$ orbitals, so the two numbers are not directly comparable. A real bath also breaks the assumption of six equal ligands in a symmetric surrounding. Let the surroundings exert a force $f$ along $Q_\theta$, adding $-fQ_\theta$. To first order the $z$ well shifts by $-f\rho_m$ and the other two by $+f\rho_m/2$, so they separate by $\tfrac32f\rho_m$. This equals the barrier for
\begin{equation}
f=\frac{0.0254}{1.5\times0.0346}\approx0.49~\mathrm{eV/nm},
\end{equation}
which is $3.8\%$ of $F$. If neighbouring water or sulfate exerts a force of this size, it matters as much as the warping itself. The actual force in a bath is not estimated here. The breathing mode, solvent dynamics and ligand exchange are also left out, and their effect on the barrier is not estimated. The formula for $\delta$ holds within the quadratic model. For this ion in a bath, $0.025\,$eV shows the scale that the chosen constants imply, and the numerical output lists the values behind it.

\section*{Computed results}
\begin{verbatim}
Force constant K: 400 eV/nm^2
Linear coupling F: 13 eV/nm
Net quadratic coupling G: 12 eV/nm^2
Mean Cu-O bond: 0.208 nm
Ligand mass: 18.015 u
Bath temperature: 298 K
Allowed linear terms: 1
Allowed quadratic terms: 2
Unwarped trough radius: 0.0325 nm
Unwarped trough depth: 0.2112 eV
Radius at minima: 0.03457 nm
Radius at saddles: 0.03066 nm
Outer degeneracy radius: 1.083 nm
Energy at minima: -0.22473 eV
Energy at saddles: -0.19929 eV
Stabilization E_JT: 1813 cm^-1
Barrier: 0.02544 eV
Barrier converted: 205.2 cm^-1
First-order barrier: 0.02535 eV
Radial curvature, minimum: 376 eV/nm^2
Tangential curvature, minimum: 104.7 eV/nm^2
Radial curvature, saddle: 424 eV/nm^2
Tangential curvature, saddle: -111.1 eV/nm^2
Separate wells 5% of barrier below saddle: 3
Separate wells 5% of barrier above saddle: 1
Long bonds at minimum: 0.228 nm
Short bonds at minimum: 0.198 nm
Two short bonds at saddle: 0.1903 nm
Four long bonds at saddle: 0.2169 nm
Hole weight in x2-y2, z-long minimum: 1
Hole weight in 3z2-r2, z-short saddle: 1
Vertical gap at minimum: 0.9276 eV
Thermal energy kT: 0.02568 eV
Barrier / kT: 0.9907
Boltzmann factor of barrier: 0.3713
Radial quantum at minimum: 0.02954 eV
Tangential quantum at minimum: 0.01558 eV
Harmonic zero-point energy: 0.02256 eV
Vibronic ground level above minimum: 0.02215 eV
Radial zero-point shift of barrier: 0.000914 eV
Tunnelling splitting, doublet to singlet: 0.00016 eV
Next vibronic level above ground: 0.0124 eV
Bond range constant a (rough): 10 1/nm
Cubic constant A from a: 577.4 eV/nm^3
A*rho0, cubic share of net G: 18.8 eV/nm^2
First-order barrier from A alone: 0.0396 eV
Antibonding power law exponent: 5
Antibonding share of net G: -54.1 eV/nm^2
Force for well difference = barrier: 0.491 eV/nm
That force / F: 0.0377
\end{verbatim}
